# Central-cell attraction and the split-off weight of silicon acceptors

**Question.** Acceptors in silicon bind a hole with different energies, because each impurity adds its own short-ranged central-cell potential to the common Coulomb attraction. Suppose this extra potential is attractive and does not act on spin. Why should the deeper hole contain more of the split-off band, when the potential itself cannot turn a \(J=3/2\) hole into a \(J=1/2\) hole?

**Answer.**

## The mechanism

The host crystal does the mixing, through the kinetic energy. At zero wave vector the \(J=3/2\) and \(J=1/2\) valence states are separate, with a splitting \(\Delta\). At finite \(k\) the kinetic energy couples them with a strength proportional to \(k^2\). A central-cell attraction squeezes the hole into a smaller volume, a smaller volume requires larger wave vectors, and larger wave vectors feel the coupling more strongly.

There is an opposing effect. A deeper level lies further from the split-off states, which makes mixing more costly. The answer therefore depends on which effect wins, and this needs the equations.

## The coupling between the bands

Hole energies are counted upward from the valence-band edge, so a bound hole has \(E=-E_b\). In atomic units, the kinetic energy acting on the three \(p\)-like band functions \(X,Y,Z\) is, in the spherical approximation,

\[
T_{ij}=\tfrac12\gamma_1k^2\delta_{ij}+\gamma_s\left(3k_ik_j-k^2\delta_{ij}\right),\qquad \gamma_s=\frac{2\gamma_2+3\gamma_3}{5}.
\]

The cubic crystal has \(\gamma_2\) in the diagonal tensor terms and \(\gamma_3\) in the off-diagonal ones. These are two and three of the five independent components, hence the weights in \(\gamma_s\). Spin-orbit coupling adds \(\Delta\) to the \(J=1/2\) states.

Put \(\mathbf k\) along \(z\). The tensor term is then \(\gamma_sk^2\) times \(-1,-1,2\) for \(X,Y,Z\). With \(|1\rangle\) and \(|0\rangle\) the orbital states of angular momentum 1 and 0 along \(z\), the relevant band states are

\[
|h\rangle=|1\rangle{\uparrow},\quad
|l\rangle=\sqrt{\tfrac23}|0\rangle{\uparrow}+\sqrt{\tfrac13}|1\rangle{\downarrow},\quad
|s\rangle=\sqrt{\tfrac13}|0\rangle{\uparrow}-\sqrt{\tfrac23}|1\rangle{\downarrow}.
\]

They are heavy, light and split-off. In units of \(\gamma_sk^2\), the diagonal elements are \(-1\) for \(h\), \(\tfrac23(2)+\tfrac13(-1)=1\) for \(l\), and \(\tfrac13(2)+\tfrac23(-1)=0\) for \(s\). The light and split-off states are coupled by

\[
\frac{\sqrt2}{3}(2)-\frac{\sqrt2}{3}(-1)=\sqrt2 ,
\]

while \(h\) is coupled to neither, since its angular momentum along \(\mathbf k\) differs. Split-off character thus enters through the light-hole part.

The acceptor ground state has total angular momentum \(F=3/2\) and an even envelope. Its channels are \(f_0\) (\(J=3/2,L=0\)), \(f_2\) (\(J=3/2,L=2\)) and \(g\) (\(J=1/2,L=2\)). The combination \(J=1/2,L=0\) is missing because it can give only \(F=1/2\). A scalar central potential conserves both \(J\) and \(L\), so it cannot feed \(g\) directly.

An \(s\)-like envelope has the same band state in every direction of \(\mathbf k\), so on average it is half heavy and half light. The channel \(f_2\) is the orthogonal combination. With suitable phases the heavy and light amplitudes are

\[
h=\frac{f_0-f_2}{\sqrt2},\qquad l=\frac{f_0+f_2}{\sqrt2}.
\]

The tensor energy at given \(k\), divided by \(\gamma_sk^2\), becomes

\[
-h^2+l^2+2\sqrt2\,l\,g=2f_0f_2+2f_0g+2f_2g .
\]

Every pair of channels is coupled with strength \(\gamma_sk^2\), and no channel has a diagonal tensor term.

## The equation for the split-off amplitude

Let the potential be

\[
V(r)=-\frac{1}{\varepsilon r}+W(r),\qquad W(r)=-U e^{-r^2/r_c^2}.
\]

Varying the energy with respect to \(g\) gives

\[
A\,g=-\gamma_sk^2(f_0+f_2),\qquad A=\tfrac12\gamma_1k^2+V-E+\Delta ,
\]

where \(V\) acts as an operator in the \(L=2\) channel. With \(\int k^2dk\,(f_0^2+f_2^2+g^2)=1\), the split-off weight is

\[
P_{so}=\int k^2dk\,g^2=\left\|A^{-1}\gamma_sk^2(f_0+f_2)\right\|^2 .
\]

The right side of the equation for \(g\) is a source, which grows with momentum. The operator \(A\) is an energy cost.

Depth as such does not help. If \(V\) is lowered by a constant, \(E\) falls by the same constant, \(V-E\) is unchanged, and so is \(P_{so}\). A short-ranged \(W\) behaves differently. It lowers \(E\) through the \(s\)-like channel, but an \(L=2\) envelope vanishes as \(r^2\) at the centre and hardly feels it. The cost then rises. When \(A\) is positive and the source is held fixed, adding a positive constant to \(A\) reduces \(P_{so}\). Any increase must come from the source.

## Why the momentum spread can win

Dropping \(V\) from \(A\) gives an approximate momentum filter:

\[
g(k)\approx-\frac{\gamma_sk^2}{\Delta+E_b+\frac12\gamma_1k^2}\,(f_0+f_2).
\]

At small \(k\) the filter grows as \(k^2\). At large \(k\) it levels off at \(2\gamma_s/\gamma_1\), because the kinetic energy then dominates the cost as well. It reaches half its plateau at

\[
k_{1/2}=k_\Delta\sqrt{1+E_b/\Delta},\qquad k_\Delta=\sqrt{2\Delta/\gamma_1}.
\]

The question is whether the hole's momenta outrun \(k_{1/2}\) as the level deepens.

A limiting case can be solved by hand. Let the central cell be very small and do all the binding, drop the Coulomb term, and work to leading order in \(\gamma_s\). For momenta well below \(1/r_c\), the cell acts on \(f_0\) as a constant source, so \((\tfrac12\gamma_1k^2+E_b)f_0\) is constant and

\[
f_0=\sqrt{\frac{4\kappa}{\pi}}\,\frac{1}{k^2+\kappa^2},\qquad \kappa^2=\frac{2E_b}{\gamma_1}.
\]

The prefactor follows from \(\int_0^\infty k^2dk/(k^2+\kappa^2)^2=\pi/(4\kappa)\). As \(\kappa\) grows, this distribution stretches in proportion. With \(q^2=\kappa^2+k_\Delta^2\), the filter gives

\[
P_{so}\approx\left(\frac{2\gamma_s}{\gamma_1}\right)^2\frac{4\kappa}{\pi}\int_0^\infty\frac{k^6\,dk}{(k^2+\kappa^2)^2(k^2+q^2)^2}.
\]

To do the integral, write

\[
\frac{k^2}{(k^2+\kappa^2)(k^2+q^2)}=\frac{1}{q^2-\kappa^2}\left[\frac{q^2}{k^2+q^2}-\frac{\kappa^2}{k^2+\kappa^2}\right],
\]

square it, and multiply by \(k^2\). The squared terms use the integral above, and the cross term uses \(\int_0^\infty k^2dk/[(k^2+\kappa^2)(k^2+q^2)]=\pi/[2(\kappa+q)]\). The result is

\[
\frac{\pi}{4}\,\frac{\kappa^3+q^3-4\kappa^2q^2/(\kappa+q)}{(q^2-\kappa^2)^2}
=\frac{\pi}{4}\,\frac{\kappa^2+3\kappa q+q^2}{(\kappa+q)^3},
\]

where a common factor \((q-\kappa)^2\) has cancelled. Setting \(s=1+q/\kappa=1+\sqrt{1+\Delta/E_b}\),

\[
P_{so}\approx\left(\frac{2\gamma_s}{\gamma_1}\right)^2\left(\frac1s+\frac1{s^2}-\frac1{s^3}\right).
\]

The derivative of the last bracket with respect to \(s\) is \(-(s+3)(s-1)/s^4\), which is negative for \(s>1\). Deepening the level at fixed \(\Delta\) lowers \(s\), so \(P_{so}\) rises. For \(E_b\ll\Delta\) it grows as \(\sqrt{E_b/\Delta}\); for \(E_b\gg\Delta\) it saturates. In this limit the momentum spread wins over the larger cost at every depth. The formula gives the trend rather than the size. Because \(2\gamma_s/\gamma_1\) is not very small in silicon and \(f_2\) has been ignored, it is about twice the full three-channel result for a cell of range 0.05 Å without the Coulomb term. A range of 2 Å cuts off the largest momenta and lowers the weight by a further 10 to 15 %, and the Coulomb term lowers it again for shallow levels, from 4.9 to 2.7 % at 0.045 eV.

## Numbers for silicon

Take rough silicon values: \(\gamma_1=4.3\), \(\gamma_2=0.34\), \(\gamma_3=1.45\), \(\varepsilon=11.7\) and \(\Delta=0.044\) eV. Then \(\gamma_s=(0.68+4.35)/5=1.006\) and \(k_\Delta=0.052\) Å\(^{-1}\). The full three-channel problem, with Coulomb term and \(f_2\) included, was solved by expanding each envelope in 20 Gaussians and diagonalizing the resulting matrix. The cell range was held at \(r_c=2\) Å and its depth \(U\) adjusted to give chosen binding energies. The first row has no central cell. The percentages belong to the spherical model; the cubic terms of real silicon raise them considerably, as the last section shows.

| \(E_b\) (eV) | \(U\) (eV) | \(k>k_\Delta\) (%) | \(P_{so}\) (%) | filter (%) |
|---|---|---|---|---|
| 0.031 | 0 | 33 | 1.6 | 1.0 |
| 0.045 | 3.5 | 57 | 2.7 | 1.9 |
| 0.070 | 5.0 | 77 | 3.9 | 2.8 |
| 0.150 | 6.7 | 93 | 5.0 | 4.0 |
| 0.500 | 9.5 | 99 | 5.4 | 4.6 |

The third column is the probability of finding the hole above \(k_\Delta\). The last column applies the momentum filter to the computed \(f_0+f_2\). It is too low in each row, as expected when an attractive potential is left out of the cost, but it follows the rise.

Compare the first row with the 0.150 eV row. The rms radius shrinks from 36 Å to 11 Å (3.6 nm to 1.1 nm), and the rms wave vector grows from 0.056 to 0.249 Å\(^{-1}\), a factor of 4.5. The half-plateau point moves from \(0.0518\sqrt{1+0.0308/0.044}=0.068\) to \(0.0518\sqrt{1+0.150/0.044}=0.109\) Å\(^{-1}\), a factor of only 1.6. The hole's momenta have overtaken the filter.

The cost has indeed risen. With the Coulomb term alone, the lowest \(L=2\) level without tensor coupling is the hydrogenic \(3d\) level, at one ninth of the scalar binding energy \(1/(2\varepsilon^2\gamma_1)=0.0231\) eV, or 0.0026 eV below the band edge. The smallest eigenvalue of \(A\) is therefore \(0.044+0.0308-0.0026=0.072\) eV. For the 0.150 eV state the computed value is 0.191 eV, which equals \(0.044+0.150-0.0026\) to this accuracy: the cell has left that \(d\) level almost untouched.

The two effects can be separated by combining the source of one state with the cost operator of the other. These combinations are not eigenstates; they serve to assign the change.

- Coulomb source with Coulomb cost: 1.6 %.
- Coulomb source with the cost of the 0.150 eV state: 0.45 %.
- Source of the 0.150 eV state with Coulomb cost: 8.2 %.
- Source and cost both of the 0.150 eV state: 5.0 %.

The extra depth by itself would have cut the weight by more than a factor of three. The broader momentum distribution more than repays this.

A control case makes the same point. Replace the small cell by a well of range 5000 Å, with its depth chosen to give the same 0.150 eV. The required depth is 0.119 eV, just the difference \(0.150-0.031\). The hole sees a nearly uniform lowering, its probability above \(k_\Delta\) stays at 33 %, and \(P_{so}\) stays at 1.6 %.

## Why the rise levels off

The split-off weight also equals \(\partial E/\partial\Delta\) at fixed potential, since \(\Delta\) multiplies the \(J=1/2\) weight in the energy. The ground energy is a minimum over trial states of expressions linear in \(\Delta\), so it is a concave function of \(\Delta\), and its slope is largest at \(\Delta=0\). The weight at \(\Delta=0\) is thus an upper limit for the same potential. There, \(f_2\) and \(g\) obey identical equations and share the \(d\)-like weight equally.

This ceiling is 5.1 % for the Coulomb potential and 5.9 % for the cell that gives 0.150 eV. The Coulomb hole is far below its ceiling, because \(\Delta\) suppresses its mostly small momenta. The deeper hole is at about 85 % of its own. Its \(f_2\) and \(g\) weights, 6.2 % and 5.0 %, are already similar, against 7.0 % and 1.6 % for the Coulomb hole. At fixed potential little is left to gain. A deeper cell does not lift the ceiling either: for the cell that gives 0.500 eV it is 5.7 %, slightly lower than before. Going from 0.150 to 0.500 eV therefore adds only about 0.4 percentage point. For this cell range the weight peaks near 0.5 eV and then declines slowly, to 5.2 % at 1.5 eV.

## What carries over to real acceptors

The chosen binding energies are roughly those of boron (0.045 eV), aluminium and gallium (0.07 eV) and indium (0.15 eV). The cell is not a model of these atoms. Its depth of several eV is an effective parameter that also absorbs the failure of the static permittivity at short distance. At 0.150 eV its range matters little between 1.5 and 3 Å, which give 5.1 % and 4.8 %. A broader cell squeezes the hole less, and a range of 12 Å gives 3.7 %.

The spherical approximation is the larger fault. Averaged over direction, the squared coupling out of \(f_0\) in the cubic crystal is \((2\gamma_2^2+3\gamma_3^2)/5\), which is 1.29 times \(\gamma_s^2\). To leading order at fixed \(f_0\), this would raise the split-off weights by about 29 % of their values. The full change is much larger, because the cubic terms also couple the \(d\)-like channels to one another and to envelopes with \(L=4\). With the full cubic tensor and envelopes up to \(L=4\), the Coulomb level deepens from 0.031 to 0.040 eV and its split-off weight becomes 5.9 %. Cells fitted to 0.045, 0.070 and 0.150 eV then give 6.7, 9.4 and 11.7 %. These values are not converged in \(L\): for the Coulomb hole, stopping at \(L=2\) gives only 3.0 %, while going on to \(L=8\) gives 7.5 % and \(L=12\) gives 7.8 %, with the level settling at 0.043 eV. That is already close to the boron energy, so the cell fitted to 0.045 eV is then only about 0.4 eV deep. With envelopes up to \(L=8\), cells refitted to the same three energies give 8.1, 11.5 and 14.1 %; going on to \(L=12\) raises the first and last to 8.3 and 14.5 %. The rise with depth survives, but the percentages of the spherical model should not be used for real silicon. The envelope description is also strained in the 0.150 eV state: already in the spherical model, 3 % of its total weight and 6 % of its split-off weight lie beyond \(\pi/a=0.58\) Å\(^{-1}\), for a rough lattice constant \(a=5.43\) Å. With the cubic terms and envelopes up to \(L=8\) these fractions are 7 % and 12 %.

A heavy impurity may bring its own spin-orbit coupling. Raising the \(J=1/2\) channel by 0.2 eV inside the cell, with \(U\) fixed, changes \(P_{so}\) of the 0.150 eV state by less than 0.01 percentage point in the spherical model and by about 0.01 with the cubic terms, because the \(d\)-like \(g\) barely enters the cell. The accompanying shift of the \(J=3/2\) channel is taken as part of the fitted depth.

These weights describe a bound hole, so temperature matters in use. At 300 K and \(10^{16}\) cm\(^{-3}\), take uncompensated acceptors with fourfold degenerate ground states and parabolic heavy and light bands. The mass-action law then gives about 98 % ionized at 0.045 eV and 55 % at 0.150 eV. Parabolic bands are a poor guide here: band warping and the nearby split-off band roughly triple the thermal density of states, which raises these figures to about 99 % and 73 %. Overlap is a lesser concern at this doping: the mean spacing radius is 288 Å, well above the orbit radii.

The conclusion holds for a spin-independent, short-ranged attraction in a fixed host, over the range computed here. A nearly uniform lowering deepens the level without changing the orbit, and leaves the split-off weight where it was. An attraction centred away from the impurity can even reduce it: in the spherical model, a shell of radius 40 Å, with a depth of 0.05 eV and a profile \(e^{-(r-R)^2/w^2}\) with \(R\) the shell radius and \(w=8\) Å, deepens the Coulomb level to 0.042 eV but lowers its split-off weight from 1.6 to 1.2 %.
